# Casimir–Polder free energy at temperature T and its classical limit

Let A and B be two neutral systems, such as atoms or molecules, a distance $R$ apart. Their dipole operators are $\mathbf a$ and $\mathbf b$, the temperature is $T$, and $\beta=1/kT$. The equations have Gaussian form, so a polarizability $\alpha$ is a volume, and the energy of a dipole component $a$ in a field $E$ is $-aE$. The pair free energy $F$ is the free energy of the coupled pair minus that of the separate systems.

The polarizability is needed at imaginary frequency, where it has a direct meaning. A field $E\,e^{-i\omega t}$ with $\omega=i\xi$ is the growing field $E\,e^{\xi t}$, and $\alpha(i\xi)$ is the ratio of the induced mean dipole to this field. Let the isolated system have Hamiltonian $H$, energies $E_r$, populations $p_r=e^{-\beta E_r}/Z$ and matrix elements $a_{rs}$ of one Cartesian component, and write $\Delta_{rs}=E_r-E_s$. To first order, the change of the density matrix is $\rho_{rs}e^{\xi t}$, and $i\hbar\dot\rho=[H-aE e^{\xi t},\rho]$ gives

$$i\hbar\xi\,\rho_{rs}=\Delta_{rs}\rho_{rs}-E\,a_{rs}(p_s-p_r),\qquad \rho_{rs}=\frac{E\,a_{rs}(p_s-p_r)}{\Delta_{rs}-i\hbar\xi}.$$

The induced dipole is $\sum_{rs}\rho_{rs}a_{sr}$. Dividing by $E$, and averaging the sum with its copy in which $r$ and $s$ are exchanged, we obtain

$$\alpha(i\xi)=\sum_{rs}\frac{|a_{rs}|^2(p_s-p_r)}{\Delta_{rs}-i\hbar\xi}
=\sum_{rs}|a_{rs}|^2\frac{(p_s-p_r)\Delta_{rs}}{\Delta_{rs}^2+\hbar^2\xi^2},\qquad \xi>0. \tag{1}$$

Lower levels have larger populations, so every term is nonnegative. The second form is even in $\xi$ and defines $\alpha$ for negative $\xi$ as well. The value at $\xi=0$ needs separate care and is fixed below.

The coupling is taken to be the instantaneous dipole–dipole energy. This requires that the charge clouds do not overlap, that $R$ is large enough for higher multipoles to be neglected, and that $R\ll c/\omega$ for the frequencies $\omega$ that matter, so that retardation is negligible. With $\mathbf n$ the unit vector from A to B,

$$V=\frac{\mathbf a\cdot\mathbf b-3(\mathbf a\cdot\mathbf n)(\mathbf b\cdot\mathbf n)}{R^3}=-\sum_{ij}a_iT_{ij}b_j,\qquad T_{ij}=\frac{3n_in_j-\delta_{ij}}{R^3}.$$

The matrix $T_{ij}$ has eigenvalue $2/R^3$ along $\mathbf n$ and $-1/R^3$ in the two perpendicular directions. Hence

$$\sum_{ij}T_{ij}^2=\frac{4+1+1}{R^6}=\frac{6}{R^6}.$$

To expand the free energy in $V$, let $H_0$ be the Hamiltonian of the uncoupled pair and define $X(\tau)=e^{\tau H_0}Xe^{-\tau H_0}$ for any operator $X$, where $\tau$ is an inverse energy. The operator $U(\tau)=e^{\tau H_0}e^{-\tau(H_0+V)}$ obeys $dU/d\tau=-V(\tau)U(\tau)$ with $U(0)=1$. Iterating this equation twice and taking the thermal average over the uncoupled pair gives

$$\frac{Z}{Z_0}=\langle U(\beta)\rangle=1-\beta\langle V\rangle+\int_0^\beta d\tau_1\int_0^{\tau_1}d\tau_2\,\langle V(\tau_1)V(\tau_2)\rangle+\dots$$

Each system is assumed to have zero mean dipole in its own thermal state. A freely rotating polar molecule satisfies this, although it carries a permanent moment. The uncoupled averages factorize, so $\langle V\rangle=0$. The function $G(s)=\langle V(s)V(0)\rangle$ depends only on the difference $s=\tau_1-\tau_2$, and a given $s$ occurs over a range $\beta-s$ of $\tau_2$. Cyclic invariance of the trace gives

$$G(s)=\frac{1}{Z_0}\mathrm{Tr}\left[e^{-(\beta-s)H_0}Ve^{-sH_0}V\right]=G(\beta-s).$$

The weight $\beta-s$ may therefore be replaced by its average with $s$, which is $\beta/2$. The double integral is $(\beta/2)\int_0^\beta G\,ds$, and $F=-kT\ln(Z/Z_0)$ becomes, to second order,

$$F=-\frac12\int_0^\beta d\tau\,\langle V(\tau)V(0)\rangle. \tag{2}$$

If the thermal state of each system is isotropic, then $\langle a_i(\tau)a_k(0)\rangle=\delta_{ik}C_A(\tau)$, and likewise for B. Inserting $V$ into (2), the two minus signs cancel and the sum over components reduces to $\sum_{ij}T_{ij}^2$:

$$F=-\frac12\,\frac{6}{R^6}\int_0^\beta C_AC_B\,d\tau=-\frac{3}{R^6}\int_0^\beta C_A(\tau)C_B(\tau)\,d\tau. \tag{3}$$

The free energy thus measures how far the dipole fluctuations of the two systems overlap in imaginary time. The Matsubara frequencies enter because these correlation functions live on an interval of length $\beta$. Define

$$\xi_n=\frac{2\pi n\,kT}{\hbar},\qquad n=0,\pm1,\pm2,\dots,$$

so that $e^{i\hbar\xi_n\beta}=1$. Inserting a complete set of states, $C(\tau)=\sum_{rs}p_s|a_{rs}|^2e^{-\tau\Delta_{rs}}$. For $\Delta_{rs}\neq0$ a term has the Fourier coefficient

$$p_s|a_{rs}|^2\int_0^\beta e^{(i\hbar\xi_n-\Delta_{rs})\tau}d\tau
=|a_{rs}|^2\,\frac{p_se^{-\beta\Delta_{rs}}-p_s}{i\hbar\xi_n-\Delta_{rs}}
=|a_{rs}|^2\,\frac{p_s-p_r}{\Delta_{rs}-i\hbar\xi_n},$$

where $p_se^{-\beta\Delta_{rs}}=p_r$ was used. This is the corresponding term of (1). A term with $\Delta_{rs}=0$ is constant in $\tau$. It contributes nothing for $n\neq0$ and $\beta p_s|a_{rs}|^2$ for $n=0$. Therefore

$$\int_0^\beta C(\tau)e^{i\hbar\xi_n\tau}d\tau=\alpha(i\xi_n), \tag{4}$$

provided that $\alpha(0)$ is defined to include the equal-energy terms. This $\alpha(0)$ is the static isothermal polarizability. Indeed, (2) with $V=-aE$ gives the free energy $-\tfrac12E^2\int_0^\beta C\,d\tau$ in a static field, whose second derivative with respect to $E$ is $-\alpha(0)$. The equal-energy terms come from dipole matrix elements within a level, which shift states to first order in $E$. They describe the thermal repopulation of these states, which a slowly growing field acting on an isolated system does not produce. They are not the same thing as the orientational polarizability of a polar molecule: the dipole of a linear rotor connects only levels $J$ and $J\pm1$, so it has no equal-energy terms, and its orientational polarizability comes entirely from the terms of (1). A symmetric top, in contrast, has dipole matrix elements within each level with $K\neq0$, and its equal-energy terms supply part of the orientational polarizability, one third at high temperature when the two rotational constants are equal.

Inverting (4) gives $C(\tau)=kT\sum_n\alpha(i\xi_n)e^{-i\hbar\xi_n\tau}$. In the product $C_AC_B$, integration over $\tau$ keeps only pairs of opposite index and supplies a factor $\beta$. Since $\alpha$ is even, $(kT)^2\beta=kT$ multiplies $\sum_n\alpha_A(i\xi_n)\alpha_B(i\xi_n)$, and (3) becomes

$$F=-\frac{3kT}{R^6}\sum_{n=-\infty}^{\infty}\alpha_A(i\xi_n)\alpha_B(i\xi_n)
=-\frac{6kT}{R^6}\sum_{n\ge0}{}^{'}\alpha_A(i\xi_n)\alpha_B(i\xi_n). \tag{5}$$

The prime gives the $n=0$ term half weight, because it occurs once in the full sum while every other term occurs twice.

The relation to the frequency integral follows from the spacing $\delta\xi=2\pi kT/\hbar$. Writing $kT=\hbar\,\delta\xi/2\pi$ in the second form of (5),

$$F=-\frac{3\hbar}{\pi R^6}\sum_{n\ge0}{}^{'}\alpha_A(i\xi_n)\alpha_B(i\xi_n)\,\delta\xi
\;\longrightarrow\;-\frac{3\hbar}{\pi R^6}\int_0^\infty\alpha_A(i\xi)\alpha_B(i\xi)\,d\xi\qquad(T\to0).$$

The primed sum is the trapezoidal rule for the Casimir–Polder integral in its nonretarded form, with the usual half weight at the end point. The limit holds when the polarizabilities tend to smooth ground-state functions, as they do for systems with a nondegenerate ground state and an excitation gap. Going from the integral to finite temperature means the replacement $(\hbar/2\pi)\int_0^\infty d\xi\to kT\sum'_{n\ge0}$, with thermal polarizabilities inside the sum.

The $n=0$ term of (5) is

$$F_{\rm cl}=-\frac{3kT\,\alpha_A(0)\alpha_B(0)}{R^6}. \tag{6}$$

To show that it is the classical limit, the other terms must be bounded. Dropping $\Delta_{rs}^2$ from the denominator of (1) can only increase each term, so for $n\ne0$

$$0\le\alpha(i\xi_n)\le\frac{K}{\xi_n^2},\qquad K=\frac1{\hbar^2}\sum_{rs}|a_{rs}|^2(p_s-p_r)\Delta_{rs}=\frac{1}{\hbar^2}\langle[a,[H,a]]\rangle.$$

The last equality follows from $[a,[H,a]]=2aHa-a^2H-Ha^2$, whose thermal average is $2\sum_{rs}p_s|a_{rs}|^2\Delta_{rs}$; exchanging $r$ and $s$ in half of this sum gives the previous form. For particles with charges $q_i$ and masses $m_i$ in a velocity-independent potential, $[H,a]=-i\hbar\sum_iq_ip_i/m_i$, and the second commutator gives $K=\sum_iq_i^2/m_i$. This contains no $\hbar$. Using $\sum_{n\ge1}n^{-4}=\pi^4/90$, which is recovered below, the terms with $n\neq0$ add up to at most

$$2K_AK_B\left(\frac{\hbar}{2\pi kT}\right)^4\frac{\pi^4}{90}=\frac{K_AK_B\hbar^4}{720(kT)^4}.$$

Dividing by the $n=0$ term,

$$0\le\frac{F}{F_{\rm cl}}-1\le\frac{K_AK_B\,\hbar^4}{720\,(kT)^4\,\alpha_A(0)\alpha_B(0)}. \tag{7}$$

When the right-hand side tends to zero, $F\to F_{\rm cl}$. This happens when the thermal energy is large compared with the quanta of the motions that make up both polarizabilities. Equation (6) is the result of classical statistical mechanics once the static polarizabilities in it have also reached their classical values; (7) does not control that step, as the rotor example below shows. For $F\to F_{\rm cl}$ alone it is enough that the condition hold for one partner. By (1), $\alpha_A(i\xi_n)\le\alpha_A(0)$, and with $\sum_{n\ge1}n^{-2}=\pi^2/6$, which follows from the $x^2$ terms of the expansion of (8) below, $F/F_{\rm cl}-1\le 2K_B\sum_{n\ge1}\xi_n^{-2}/\alpha_B(0)=K_B\hbar^2/[12(kT)^2\alpha_B(0)]$, whatever the quanta of A. In that case $\alpha_A(0)$ in (6) remains the quantum-mechanical value, which can be far from the classical one. Within the nonretarded range, it is not enough that the temperature be high in an everyday sense.

An oscillator model makes the condition explicit. In a Drude oscillator a charge $q$ of mass $m$ is bound isotropically with frequency $\omega$. In the field $Ee^{\xi t}$ its displacement is $qEe^{\xi t}/[m(\omega^2+\xi^2)]$, so

$$\alpha(i\xi)=\alpha(0)\frac{\omega^2}{\omega^2+\xi^2},\qquad\alpha(0)=\frac{q^2}{m\omega^2},\qquad K=\alpha(0)\omega^2.$$

Let $x=\hbar\omega/2kT$. Half of the oscillator's mean energy is potential, so $\tfrac12m\omega^2\langle u^2\rangle=\tfrac14\hbar\omega\coth x$ for one component $u$ of the displacement. Hence $C(0)=q^2\langle u^2\rangle=\tfrac12\alpha(0)\hbar\omega\coth x$. The Fourier series at $\tau=0$ gives the same quantity as $kT\sum_n\alpha(i\xi_n)$, and therefore

$$\sum_{n=-\infty}^{\infty}\frac{\omega^2}{\omega^2+\xi_n^2}=x\coth x. \tag{8}$$

Since $\xi_n/\omega=\pi n/x$, the left side has the small-$x$ expansion $1+2\sum_{n\ge1}(x^2/\pi^2n^2-x^4/\pi^4n^4+\dots)$. The right side is $1+x^2/3-x^4/45+\dots$. Comparing the terms in $x^4$ gives $\sum_{n\ge1} n^{-4}=\pi^4/90$, as used above.

For two different oscillators, partial fractions give

$$\frac{\omega_A^2\omega_B^2}{(\omega_A^2+\xi^2)(\omega_B^2+\xi^2)}=\frac{1}{\omega_B^2-\omega_A^2}\left[\omega_B^2\frac{\omega_A^2}{\omega_A^2+\xi^2}-\omega_A^2\frac{\omega_B^2}{\omega_B^2+\xi^2}\right].$$

Summing with (8),

$$\frac{F}{F_{\rm cl}}=\frac{x_B^2\,x_A\coth x_A-x_A^2\,x_B\coth x_B}{x_B^2-x_A^2}, \tag{9}$$

and equal frequencies are covered by the limit $x_B\to x_A$. At high temperature the expansion of $x\coth x$ turns the numerator into $(x_B^2-x_A^2)+(x_A^2x_B^4-x_A^4x_B^2)/45+\dots$, because the terms in $x_A^2x_B^2/3$ cancel. Thus

$$\frac{F}{F_{\rm cl}}=1+\frac{x_A^2x_B^2}{45}+\dots \tag{10}$$

The leading correction falls as $T^{-4}$ and coincides with the bound (7) for this model. At low temperature both hyperbolic cotangents tend to 1, the ratio becomes $x_Ax_B/(x_A+x_B)$, and the London formula results:

$$F\to-\frac{3\hbar}{2R^6}\,\alpha_A(0)\alpha_B(0)\frac{\omega_A\omega_B}{\omega_A+\omega_B}.$$

The classical result can also be found without any quantum mechanics. Along a principal direction in which $T_{ij}$ has eigenvalue $t$, two polarizable dipoles have the energy $a^2/2\alpha_A+b^2/2\alpha_B-tab$, with static polarizabilities. The momentum integrals are the same with and without coupling and cancel. The Gaussian integral over $a$ and $b$ is proportional to the inverse square root of the determinant of the quadratic form, so its ratio to the uncoupled integral is $(1-t^2\alpha_A\alpha_B)^{-1/2}$. Summing over the three directions,

$$F=\frac{kT}{2}\sum_t\ln(1-t^2\alpha_A\alpha_B)\approx-\frac{kT}{2}\,\alpha_A\alpha_B\,\frac{6}{R^6}=-\frac{3kT\alpha_A\alpha_B}{R^6}.$$

The frequencies have dropped out. For these oscillators the classical attraction is entropic: each quadratic energy term keeps its equipartition value, so the coupling leaves the mean energy unchanged. Correspondingly, with temperature-independent $\alpha(0)$, the interaction entropy is $S=-\partial F_{\rm cl}/\partial T=-F_{\rm cl}/T$, and $F_{\rm cl}=-TS$.

This reading changes if $\alpha(0)$ depends on temperature. A classical rigid rotor with permanent moment $\mu$ has $C=\mu^2/3$, independent of $\tau$, and (4) gives $\alpha(0)=\mu^2/3kT$. Equation (6) then becomes the Keesom free energy,

$$F_{\rm cl}=-\frac{3kT}{R^6}\,\frac{\mu_A^2}{3kT}\,\frac{\mu_B^2}{3kT}=-\frac{\mu_A^2\mu_B^2}{3kT\,R^6}.$$

It weakens on heating, and the interaction energy $F-T\,\partial F/\partial T$ equals $2F$ instead of zero. The factor $kT$ in (6) therefore does not by itself fix the temperature dependence. The second-order treatment here also requires $\mu_A\mu_B/R^3\ll kT$.

For a numerical example, take two pairs of Drude oscillators with the same static polarizabilities, 10 and 20 bohr³, at $R=10$ bohr and 300 K. These are model parameters. In atomic units $kT=9.500\times10^{-4}$ hartree, so both pairs have

$$F_{\rm cl}=-\frac{3(9.500\times10^{-4})(10)(20)}{10^6}=-5.700\times10^{-7}\ \text{hartree},$$

or $-1.497$ J/mol. The stiff pair has quanta $\hbar\omega$ of 0.5 and 0.4 hartree, far above $kT$. Its free energy is given by the London formula,

$$F=-\frac{1.5\,(200)}{10^6}\,\frac{(0.5)(0.4)}{0.9}=-6.667\times10^{-5}\ \text{hartree},$$

or $-175.0$ J/mol, and the Matsubara sum gives the same value to the digits shown. The $n=0$ term supplies 0.86 percent of it. Using (6) for such electronic motion at room temperature would underestimate the attraction by a factor of 117. This factor belongs to the nonretarded range. Retardation damps the terms with $n\neq0$ as $e^{-2\xi_nR/c}$ times a polynomial and leaves the $n=0$ term unchanged, so for the same pair the factor falls to 65 at $10^3$ bohr, 8.8 at $10^4$ bohr and 1.07 at $10^5$ bohr (5 μm). At 10 bohr retardation weakens $F$ by 0.03 percent, to $-6.664\times10^{-5}$ hartree.

The soft pair has quanta of 0.002 and 0.001 hartree. At 300 K its sum is $-5.735\times10^{-7}$ hartree, or $-1.506$ J/mol, which is 0.6 percent stronger than the classical value. Its passage to the classical limit is as follows.

| $T$ (K) | $F$ (hartree) | $F/F_{\rm cl}$ |
|---|---|---|
| 30 | $-2.000\times10^{-7}$ | 3.509 |
| 100 | $-2.348\times10^{-7}$ | 1.236 |
| 300 | $-5.735\times10^{-7}$ | 1.0060 |
| 1000 | $-1.900\times10^{-6}$ | 1.00005 |

At 30 K the free energy is close to the zero-temperature value $-2.000\times10^{-7}$ hartree; at 1000 K it is nearly proportional to $T$. The ratio falls to 1.01 at about 262 K for the soft pair and at about 83 400 K for the stiff pair. The latter temperature belongs to the model, in which $\alpha(0)$ is held fixed.

The neglected higher orders in the dipole coupling are small here. Expanding the classical logarithm once more gives the term $-(kT/4)(\alpha_A\alpha_B)^2\sum_tt^4$, with $\sum_tt^4=18/R^{12}$. Relative to $F_{\rm cl}$ this is $\tfrac32\alpha_A\alpha_B/R^6=3\times10^{-4}$. The classical configuration integral, $-5.702\times10^{-7}$ hartree, differs from $F_{\rm cl}$ by this fraction. For the quantum pairs the fraction is $1.9\times10^{-4}$ (stiff) and $3.0\times10^{-4}$ (soft). Higher multipoles, which the model omits, are not small for electronic motion at 10 bohr: the dipole–quadrupole $R^{-8}$ term is 33 percent of the $R^{-6}$ term for the stiff pair if the Drude charges are one electron charge, 11 percent if the Drude masses are one electron mass, and 19 percent for two hydrogen atoms.

For the polar case, take two rotors with $\mu=1$ atomic unit and rotational constant $10^{-5}$ hartree, at $R=20$ bohr and 300 K. The Keesom formula gives

$$F=-\frac{1}{3(9.500\times10^{-4})(20)^6}=-5.482\times10^{-6}\ \text{hartree},$$

or $-14.39$ J/mol. Here $\mu^2/R^3kT=0.13$, and the full classical orientational average, $-5.478\times10^{-6}$ hartree, is 0.08 percent weaker than this second-order value. The Matsubara sum over the quantum rotor levels gives $-5.444\times10^{-6}$ hartree, 0.7 percent weaker. The terms with $n\neq0$ amount to only $2.5\times10^{-6}$ of the $n=0$ term, so they do not cause the difference. It comes from the static polarizability, which is 349.6 bohr³ for the quantum rotor and 350.9 bohr³ from $\mu^2/3kT$, and which enters squared.

The numerical check also compares (5), for one dipole component, with exact diagonalization of two coupled many-level systems whose states have nonzero diagonal dipole matrix elements. In model units, the second-order coefficient is $-1.4105$ by both routes. It becomes $-1.1728$ if the equal-energy terms are left out of $\alpha(0)$, which confirms that the $n=0$ term of (5) must contain the isothermal polarizability.

## Numbers as computed

```
Static polarizabilities A, B: 10.0, 20.0 bohr^3
Drude pair separation R: 10.0 bohr
Temperature: 300.0 K
Thermal energy kT: 9.500435e-04 hartree
First Matsubara energy hbar*xi_1: 5.969299e-03 hartree
Classical term F_cl, both pairs: -5.700261e-07 hartree
Classical term F_cl, both pairs: -1.4966 J/mol
Classical configuration integral: -5.701972e-07 hartree
stiff pair: hbar*w of A, B: 0.5, 0.4 hartree
stiff pair: Matsubara sum F: -6.666667e-05 hartree
stiff pair: Matsubara sum F: -175.0333 J/mol
stiff pair: zero-T integral: -6.666667e-05 hartree
stiff pair: exact normal modes F: -6.667914e-05 hartree
stiff pair: F/F_cl: 116.95371 (no unit)
stiff pair: n=0 share of F: 0.855 percent
stiff pair: T where F/F_cl = 1.01: 83359.9 K
soft pair: hbar*w of A, B: 0.002, 0.001 hartree
soft pair: Matsubara sum F: -5.734542e-07 hartree
soft pair: Matsubara sum F: -1.5056 J/mol
soft pair: zero-T integral: -2.000000e-07 hartree
soft pair: exact normal modes F: -5.736253e-07 hartree
soft pair: F/F_cl: 1.00601 (no unit)
soft pair: n=0 share of F: 99.402 percent
soft pair: T where F/F_cl = 1.01: 261.8 K
Soft pair: T (K), F (hartree), F_cl (hartree), F/F_cl
     30  -2.000215e-07  -5.700261e-08  3.5089880
    100  -2.348032e-07  -1.900087e-07  1.2357497
    300  -5.734542e-07  -5.700261e-07  1.0060140
   1000  -1.900191e-06  -1.900087e-06  1.0000546
   3000  -5.700265e-06  -5.700261e-06  1.0000007
Soft pair, 1000 K, R = 20 bohr: U/F = 2.171e-04 (no unit)
Rotors: dipole 1.0 e*bohr, B 1.0e-05 hartree, R 20.0 bohr
Rotor static alpha, quantum: 349.6318 bohr^3
Rotor static alpha, mu^2/(3kT): 350.8611 bohr^3
Rotor pair, Matsubara sum F: -5.443870e-06 hartree
Rotor pair, Keesom formula: -5.482205e-06 hartree
Rotor pair, Keesom formula: -14.3935 J/mol
Rotor pair, full orientation average: -5.477784e-06 hartree
Rotor pair, n>0 terms over n=0 term: 2.469e-06 (no unit)
Many-level test, F2/g^2 from sum: -1.410522 (model units)
Many-level test, F2/g^2 exact: -1.410522 (model units)
Same sum without permanent moments: -1.172763 (model units)
```
